**Richardson-Lucy deconvolution of a SIMS boron profile: conserved counts, amplified noise**

The program iterates x' = (x/s) Aᵀ(d/(Ax)), where d are the measured counts, x is the dopant content per channel, A is the depth response and s holds its column sums. It asserts that x stays non-negative, that the total of s·x equals the measured counts, and that each likelihood gain respects its lower bound. It also compares the full iteration on nearly flat profiles with the gain [1 − (1 − |H|²)^k]/H, where H is the Fourier transform of the response and k the number of steps. In 100 simulated measurements of one buried layer, the average number of false peaks rises from 0 at k = 10 to 5.5 at k = 2000, while noise-free data give none at the recorded steps. The total error is least at k = 4. A stopping rule based on held-out counts has a median choice of k = 4, but at least one profile ran to the limit of 2000 steps. The program also sizes a wrong response length, dead time, dilution, Debye length and degeneracy for the same example.

## Verification by program

```python
"""Richardson-Lucy (RL) deconvolution of a simulated SIMS boron profile.

Result under test: for Poisson counts d with mean A x, the update
    x_new = (x / s) * A^T (d / (A x)),   s = column sums of A,
keeps x >= 0, keeps sum(s x) = sum(d), and never lowers the likelihood.
About a flat profile, k steps multiply a relative data error of wave number q
by G_k = [1 - (1 - |H|^2)^k] / H, where H(q) is the transform of the response,
so late iterations turn shot noise into false concentration peaks.
x: dopant content per channel (counts); d: measured counts; A: depth response.
"""
import numpy as np
from scipy import constants, stats
from scipy.optimize import brentq
from scipy.signal import find_peaks
from scipy.special import kl_div

rng = np.random.default_rng(7)

# ---------------- chosen inputs ----------------
channels, step_nm, first_depth_nm = 120, 0.5, 20.0
dose_cm2, layer_sigma_nm, layer_centre_nm = 1e14, 5.0, 50.0
background_cm3, ceiling_cm3 = 1e18, 1e20
dose_per_count = 1e10                       # cm^-2 per count
rise_nm, fall_nm, gauss_nm = 0.8, 2.0, 1.5
iterations, profiles = 2000, 100
records = [1, 3, 10, 30, 100, 300, 1000, 2000]

depth = first_depth_nm + step_nm * np.arange(channels)
conc_per_count = dose_per_count / (step_nm * 1e-7)      # cm^-3 per count
unit = conc_per_count / 1e18                            # 1e18 cm^-3 per count
layer = (dose_cm2 / dose_per_count * step_nm
         * stats.norm.pdf(depth, layer_centre_nm, layer_sigma_nm))
truth = layer + background_cm3 / conc_per_count
ceiling = ceiling_cm3 / conc_per_count
min_prominence = 0.1 * layer.max()


def response_kernel(fall):
    """Response at lags -30 ... 29.5 nm, by direct sums (never negative)."""
    fine = np.linspace(-30, 30, 1201)
    two_sided = np.where(fine < 0, np.exp(-np.abs(fine) / rise_nm),
                         np.exp(-np.abs(fine) / fall))
    gauss = np.exp(-0.5 * (fine / gauss_nm) ** 2)
    kernel = np.convolve(two_sided, gauss, mode="same")[:1200:10]
    return kernel / kernel.sum()


def ring_matrix(kernel):
    index = np.arange(channels)
    centred = np.roll(kernel, -channels // 2)
    return centred[(index[:, None] - index[None, :]) % channels]


def rl_step(x, d, matrix):
    sums = matrix.sum(axis=0)[:, None]
    return x / sums * (matrix.T @ (d / (matrix @ x)))


def flat_start(d):
    return np.ones_like(d) * d.mean(axis=0)


def false_peaks(x):
    return len(find_peaks(x, prominence=min_prominence)[0]) - 1


def rms(values, axis=None):
    return np.sqrt(np.mean(values ** 2, axis=axis))


kernel = response_kernel(fall_nm)
A = ring_matrix(kernel)
H = np.fft.fft(A[:, 0])

# Response moments against those of a sum of independent random shifts
lags = step_nm * (np.arange(channels) - channels // 2)
mean_lag = np.sum(kernel * lags)
width = np.sqrt(np.sum(kernel * (lags - mean_lag) ** 2))
assert abs(mean_lag - (fall_nm - rise_nm)) < 0.02
assert abs(width / np.sqrt(gauss_nm**2 + rise_nm**2 + fall_nm**2) - 1) < 0.01

clean = A @ truth
noisy = rng.poisson(clean[:, None], size=(channels, profiles)).astype(float)

# ---------------- update = scaled likelihood gradient ----------------
d = noisy[:, :1]
x = flat_start(d)
for _ in range(5):
    x = rl_step(x, d, A)


def log_likelihood(profile):
    y = A @ profile
    return float(np.sum(d * np.log(y) - y))


relative_step = (rl_step(x, d, A) / x - 1)[:, 0]
for j in (15, 50, 60, 75):
    shift = np.zeros_like(x)
    shift[j] = 0.01
    slope = (log_likelihood(x + shift) - log_likelihood(x - shift)) / 0.02
    assert abs(slope - relative_step[j]) < 1e-6

# ---------------- likelihood gain against its lower bound ----------------
x = flat_start(d)
smallest_margin = np.inf
for _ in range(300):
    x_new = rl_step(x, d, A)
    gain = kl_div(d, A @ x).sum() - kl_div(d, A @ x_new).sum()
    smallest_margin = min(smallest_margin, gain - kl_div(x_new, x).sum())
    x = x_new
assert smallest_margin > -1e-8              # rounding of sums near 1e4

# ---------------- window that cuts through the layer ----------------
kept = 61
A_cut, d_cut = A[:kept, :kept], noisy[:kept, :1]
x_cut = flat_start(d_cut)
for _ in range(20):
    x_cut = rl_step(x_cut, d_cut, A_cut)
weighted_total = float(A_cut.sum(axis=0) @ x_cut[:, 0])
assert abs(weighted_total / d_cut.sum() - 1) < 1e-10
assert abs(x_cut.sum() / d_cut.sum() - 1) > 0.01


# ---------------- gain of small errors on a flat profile ----------------
def mode_gain(k):
    return (1 - (1 - np.abs(H) ** 2) ** k) / H


for mode in (3, 8, 12):
    ripple = np.cos(2 * np.pi * mode * np.arange(channels) / channels)
    d_flat = 1000 * (1 + 1e-6 * ripple)[:, None]
    x = flat_start(d_flat)
    for _ in range(200):
        x = rl_step(x, d_flat, A)
    measured = np.fft.fft(x[:, 0])[mode] / np.fft.fft(d_flat[:, 0])[mode]
    assert abs(measured / mode_gain(200)[mode] - 1) < 1e-3

flat_level = 1e5
d_flat = rng.poisson(flat_level, size=(channels, 200)).astype(float)
x = flat_start(d_flat)
for _ in range(300):
    x = rl_step(x, d_flat, A)
gain_simulated = rms(x - flat_level) / np.sqrt(flat_level)
gain_formula = rms(np.abs(mode_gain(300)))
assert abs(gain_simulated / gain_formula - 1) < 0.06    # sampling error

# Largest gain over a dense range of |H|, by explicit geometric sums
u = brentq(lambda t: np.exp(t * t) - 1 - 2 * t * t, 0.5, 2)
root_constant = (1 - np.exp(-u * u)) / u
h = np.linspace(0.0005, 1, 2000)
power, total = np.ones_like(h), np.zeros_like(h)
for _ in range(1000):
    total += power
    power *= 1 - h * h
largest_ratio = np.max(h * total) / np.sqrt(1000)
assert abs(largest_ratio / root_constant - 1) < 0.003 and largest_ratio < 1

# ---------------- thinning gives independent Poisson halves ----------------
a, b = np.meshgrid(np.arange(25), np.arange(25))
joint = stats.poisson.pmf(a + b, 9.0) * stats.binom.pmf(a, a + b, 0.5)
product = stats.poisson.pmf(a, 4.5) * stats.poisson.pmf(b, 4.5)
assert np.max(np.abs(joint - product)) < 1e-12

# ---------------- stopping rule from held-out counts ----------------
train = rng.binomial(noisy.astype(int), 0.5).astype(float)
held_out = noisy - train
x = flat_start(train)
best_score = np.full(profiles, np.inf)
stop = np.zeros(profiles, dtype=int)
for k in range(1, iterations + 1):
    x = rl_step(x, train, A)
    y = A @ x
    score = np.sum(y - held_out * np.log(y), axis=0)
    better = score < best_score
    best_score[better], stop[better] = score[better], k

# ---------------- main run: two noise-free controls + noisy profiles --------
clean_wrong = ring_matrix(response_kernel(1.1 * fall_nm)) @ truth
data = np.column_stack([clean, clean_wrong, noisy])
x = flat_start(data)
error = np.zeros((iterations + 1, profiles))
stopped = np.zeros_like(noisy)
snapshots, count_drift, lowest = {}, 0.0, np.inf
for k in range(1, iterations + 1):
    x = rl_step(x, data, A)
    drift = np.abs(x.sum(axis=0) / data.sum(axis=0) - 1).max()
    count_drift, lowest = max(count_drift, drift), min(lowest, x.min())
    error[k] = rms(x[:, 2:] - truth[:, None], axis=0)
    chosen = stop == k
    stopped[:, chosen] = x[:, 2:][:, chosen]
    if k in records:
        snapshots[k] = x.copy()
assert count_drift < 1e-10 and lowest >= 0

# Linear iteration with the same flat-profile gain, for contrast
linear = flat_start(noisy)
for _ in range(300):
    linear = linear + A.T @ (noisy - A @ linear)
assert linear.min() < 0

table = []
for k in records:
    ensemble = snapshots[k][:, 2:]
    mean_error = rms(ensemble.mean(axis=1) - truth) * unit
    noise = rms(ensemble.std(axis=1, ddof=1)) * unit
    false_mean = np.mean([false_peaks(c) for c in ensemble.T])
    false_clean = false_peaks(snapshots[k][:, 0])
    excess = np.maximum(ensemble - ceiling, 0).sum(axis=0).mean()
    table.append((k, mean_error, noise, false_mean, false_clean,
                  excess * dose_per_count / 1e12))
table = np.array(table)
ensemble_error = rms(error[1:], axis=1)
best_k = int(np.argmin(ensemble_error)) + 1
raw_error = rms(noisy - truth[:, None])
stop_false = np.mean([false_peaks(c) for c in stopped.T])
stop_excess = (np.maximum(stopped - ceiling, 0).sum(axis=0).mean()
               * dose_per_count / 1e12)
stop_error = error[stop, np.arange(profiles)]

assert np.all(np.diff(table[:, 2]) > 0)                 # noise grows
assert np.all(table[:, 4] == 0)                         # no noise, no peaks
assert table[-1, 3] > 0.7 and stop_false < 0.5 * table[-1, 3]
assert 1 < best_k < iterations // 10
assert ensemble_error[-1] > 3 * ensemble_error[best_k - 1]
assert ensemble_error[best_k - 1] < raw_error
assert np.median(stop_error) < 0.5 * np.median(error[-1])
assert np.maximum(snapshots[2000][:, 0] - ceiling, 0).sum() == 0
assert stop_excess < 0.2 * table[-1, 5]

# ---------------- printed numbers ----------------
print(f"Channels {channels}, width {step_nm} nm, first depth {first_depth_nm} nm")
print(f"Layer dose {dose_cm2:.1e} cm^-2, sigma {layer_sigma_nm} nm, centre {layer_centre_nm} nm")
print(f"Background {background_cm3:.1e} cm^-3, ceiling {ceiling_cm3:.1e} cm^-3")
print(f"One count = {dose_per_count:.1e} cm^-2 = {conc_per_count:.1e} cm^-3 in a channel")
print(f"Response: rise {rise_nm} nm, fall {fall_nm} nm, Gaussian {gauss_nm} nm")
print(f"Response mean shift {mean_lag:.2f} nm, rms width {width:.2f} nm")
print(f"True peak {truth.max()*unit:.1f} x1e18 cm^-3 = {truth.max():.0f} counts")
print(f"Blurred noise-free peak {clean.max()*unit:.1f} x1e18 cm^-3")
print(f"False-peak prominence threshold {min_prominence*unit:.1f} x1e18 cm^-3")
print(f"Smallest margin of likelihood gain over bound {smallest_margin:.1e}")
print(f"Largest relative drift of total counts {count_drift:.1e}")
print(f"Lowest RL value {lowest*unit:.1e} x1e18 cm^-3")
print(f"Lowest linear-iteration value, 300 steps {linear.min()*unit:.1f} x1e18 cm^-3")
print(f"Cut window: counts {d_cut.sum():.0f}, sum x {x_cut.sum():.0f}, sum s*x {weighted_total:.0f}")
print(f"Flat-profile rms noise gain, k=300: formula {gain_formula:.3f}, simulated {gain_simulated:.3f}")
for k in (10, 100, 1000):
    g = np.abs(mode_gain(k))
    print(f"k={k}: rms gain {rms(g):.2f}, largest mode gain {g.max():.2f}")
print(f"Largest gain / sqrt(k): limit {root_constant:.4f}, k=1000 {largest_ratio:.4f}")
for period in (20, 10, 6, 5, 4):
    m = round(channels * step_nm / period)
    print(f"Period {period} nm: |H| = {abs(H[m]):.4f}")
print("Ensemble of", profiles, "profiles; errors in 1e18 cm^-3, excess in 1e12 cm^-2")
print("k | mean error | noise | false peaks | same, no noise | excess dose")
for row in table:
    print(f"{row[0]:.0f} | {row[1]:.2f} | {row[2]:.2f} | {row[3]:.2f} | {row[4]:.0f} | {row[5]:.3f}")
print(f"Raw data rms error {raw_error*unit:.2f} x1e18 cm^-3")
print(f"Best k {best_k}, rms error {ensemble_error[best_k-1]*unit:.2f} x1e18 cm^-3")
print(f"rms error at k=2000 {ensemble_error[-1]*unit:.2f} x1e18 cm^-3")
q1, q2, q3 = np.percentile(stop, [25, 50, 75])
print(f"Held-out stop k: quartiles {q1:.0f}, {q2:.0f}, {q3:.0f}; largest {stop.max()}")
print(f"Median rms error: at stop {np.median(stop_error)*unit:.2f}, at k=2000 {np.median(error[-1])*unit:.2f} x1e18 cm^-3")
print(f"At stop: false peaks {stop_false:.2f} per profile, excess dose {stop_excess:.3f} x1e12 cm^-2")
late = snapshots[2000][:, 2]
print(f"Profile 1: counts {noisy[:, 0].sum():.0f}, stop k {stop[0]}")
for name, p in (("raw", noisy[:, 0]), ("stopped", stopped[:, 0]), ("k=2000", late)):
    print(f"Profile 1 {name}: maximum {p.max()*unit:.1f} x1e18 cm^-3 at {depth[p.argmax()]:.1f} nm")
for i in find_peaks(late, prominence=min_prominence)[0]:
    print(f"Profile 1 k=2000 peak: {depth[i]:.1f} nm, {late[i]*unit:.1f} x1e18 cm^-3")

# Neglected effects, sized for the same numbers
for k in (30, 2000):
    change = snapshots[k][:, 1].max() / snapshots[k][:, 0].max() - 1
    print(f"Fall length 10% wrong, no noise, k={k}: peak changes {100*change:.1f} %")
dead_time_s, dwell_s = 20e-9, 1.0
print(f"Dead-time loss (20 ns, 1 s per channel) {clean.max()/dwell_s*dead_time_s:.1e}")
print(f"Peak boron / silicon atoms (5e22 cm^-3) {truth.max()*conc_per_count/5e22:.1e}")
debye_m = np.sqrt(11.7 * constants.epsilon_0 * constants.k * 300
                  / (constants.e ** 2 * background_cm3 * 1e6))
print(f"Debye length in background, 300 K {debye_m*1e9:.1f} nm")
print(f"Peak / valence-band density of states (3e19 cm^-3) {truth.max()*conc_per_count/3e19:.1f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Channels 120, width 0.5 nm, first depth 20.0 nm
Layer dose 1.0e+14 cm^-2, sigma 5.0 nm, centre 50.0 nm
Background 1.0e+18 cm^-3, ceiling 1.0e+20 cm^-3
One count = 1.0e+10 cm^-2 = 2.0e+17 cm^-3 in a channel
Response: rise 0.8 nm, fall 2.0 nm, Gaussian 1.5 nm
Response mean shift 1.20 nm, rms width 2.62 nm
True peak 80.8 x1e18 cm^-3 = 404 counts
Blurred noise-free peak 72.3 x1e18 cm^-3
False-peak prominence threshold 8.0 x1e18 cm^-3
Smallest margin of likelihood gain over bound 1.1e-03
Largest relative drift of total counts 2.2e-15
Lowest RL value 4.3e-44 x1e18 cm^-3
Lowest linear-iteration value, 300 steps -8.3 x1e18 cm^-3
Cut window: counts 4630, sum x 6445, sum s*x 4630
Flat-profile rms noise gain, k=300: formula 2.995, simulated 3.005
k=10: rms gain 0.65, largest mode gain 2.08
k=100: rms gain 1.81, largest mode gain 6.29
k=1000: rms gain 5.26, largest mode gain 19.62
Largest gain / sqrt(k): limit 0.6382, k=1000 0.6384
Period 20 nm: |H| = 0.7349
Period 10 nm: |H| = 0.3569
Period 6 nm: |H| = 0.0962
Period 5 nm: |H| = 0.0441
Period 4 nm: |H| = 0.0118
Ensemble of 100 profiles; errors in 1e18 cm^-3, excess in 1e12 cm^-2
k | mean error | noise | false peaks | same, no noise | excess dose
1 | 5.18 | 0.45 | 0.00 | 0 | 0.000
3 | 0.62 | 0.73 | 0.00 | 0 | 0.000
10 | 0.15 | 1.25 | 0.00 | 0 | 0.000
30 | 0.22 | 2.00 | 0.00 | 0 | 0.000
100 | 0.31 | 3.36 | 0.13 | 0 | 0.007
300 | 0.50 | 5.41 | 1.22 | 0 | 0.077
1000 | 1.01 | 9.18 | 3.83 | 0 | 0.791
2000 | 1.55 | 12.40 | 5.49 | 0 | 2.279
Raw data rms error 5.52 x1e18 cm^-3
Best k 4, rms error 0.87 x1e18 cm^-3
rms error at k=2000 12.44 x1e18 cm^-3
Held-out stop k: quartiles 3, 4, 5; largest 2000
Median rms error: at stop 0.90, at k=2000 11.76 x1e18 cm^-3
At stop: false peaks 0.12 per profile, excess dose 0.017 x1e12 cm^-2
Profile 1: counts 10510, stop k 3
Profile 1 raw: maximum 77.8 x1e18 cm^-3 at 49.0 nm
Profile 1 stopped: maximum 81.6 x1e18 cm^-3 at 50.0 nm
Profile 1 k=2000: maximum 115.3 x1e18 cm^-3 at 52.0 nm
Profile 1 k=2000 peak: 37.0 nm, 16.8 x1e18 cm^-3
Profile 1 k=2000 peak: 41.5 nm, 41.0 x1e18 cm^-3
Profile 1 k=2000 peak: 48.0 nm, 111.4 x1e18 cm^-3
Profile 1 k=2000 peak: 52.0 nm, 115.3 x1e18 cm^-3
Profile 1 k=2000 peak: 56.5 nm, 60.1 x1e18 cm^-3
Fall length 10% wrong, no noise, k=30: peak changes -1.2 %
Fall length 10% wrong, no noise, k=2000: peak changes -1.2 %
Dead-time loss (20 ns, 1 s per channel) 7.2e-06
Peak boron / silicon atoms (5e22 cm^-3) 1.6e-03
Debye length in background, 300 K 4.1 nm
Peak / valence-band density of states (3e19 cm^-3) 2.7
ALL CHECKS PASSED
```
